# Relaxation-time distribution of tunnelling two-level systems in silica glass

Cool a piece of silica glass to a tenth of a kelvin, disturb its temperature, and ask how long it takes to reach equilibrium again. In the tunnelling model the answer is not a single time. The glass contains small groups of atoms that can sit in either of two nearby arrangements and pass between them by tunnelling. Some do so within microseconds, others need hours, even when their excitation energies are the same. The model's basic assumption concerns the wells and barriers, while an experiment sees energies and relaxation times. The task is to turn a distribution of the first pair into a distribution of the second.

Let the two arrangements differ in energy by the asymmetry $\Delta$, and let tunnelling couple them with splitting $\Delta_0$. In the basis of the two wells, each two-level system (TLS) has the Hamiltonian

$$H=\tfrac12(\Delta\,\sigma_z+\Delta_0\,\sigma_x),\qquad \Delta_0=\hbar\Omega\,e^{-\lambda}.$$

Here $\hbar\Omega$ is of the order of the vibrational quantum in one well, and $\lambda$ measures how opaque the barrier is. Naming the wells the other way round reverses the sign of $\Delta$, so I take $\Delta\ge0$ and count each TLS once. The assumption is that the number of TLS per volume is

$$dn=\bar P\,d\Delta\,d\lambda$$

with constant $\bar P$, for $\Delta_0$ above some smallest value $\Delta_{0,\min}$. Flatness in $\Delta$ is plausible because the energies of interest are far smaller than the energy scale of glassy disorder. Flatness in $\lambda$ is a stronger statement. It says that the exponent, which depends on barrier height, width and moving mass, has no preferred value over the range that matters. Both are hypotheses about the glass, not consequences of quantum mechanics.

The eigenvalues of $H$ are $\pm E/2$ with

$$E=\sqrt{\Delta^2+\Delta_0^2}.$$

Write $\Delta=E\cos\theta$ and $\Delta_0=E\sin\theta$. The operators $s_z=\cos\theta\,\sigma_z+\sin\theta\,\sigma_x$ and $s_x=-\sin\theta\,\sigma_z+\cos\theta\,\sigma_x$ give $H=\tfrac12Es_z$, and solving them for $\sigma_z$ gives

$$\sigma_z=\frac{\Delta}{E}s_z-\frac{\Delta_0}{E}s_x .$$

An elastic strain $e$ is taken to change the asymmetry and leave $\Delta_0$ alone. The coupling is then $\gamma e\,\sigma_z$, where $\gamma=\tfrac12\,\partial\Delta/\partial e$. Its $s_z$ part moves the levels; its $s_x$ part causes transitions, with an amplitude reduced by $\Delta_0/E$. A strongly asymmetric TLS is slow because its eigenstates are nearly confined to separate wells.

For a plane sound wave of wave number $q$ and frequency $\omega=vq$, in a volume $V$ of mass density $\rho$, the strain at the TLS is

$$e=i q\sqrt{\frac{\hbar}{2\rho V\omega}}\,(a-a^\dagger),$$

up to a phase that drops out of the rate. For transverse waves, strain means $q$ times the displacement amplitude, and $\gamma^2$ is averaged over orientation. Emission into a mode with mean occupation $N$ has squared matrix element $\gamma^2(\Delta_0/E)^2\,\hbar q^2(N+1)/(2\rho V\omega)$. The golden rule, with the mode sum replaced by $V\int 4\pi q^2dq/(2\pi)^3$, gives for one branch

$$\Gamma_\downarrow=\frac{2\pi}{\hbar}\,\gamma^2\frac{\Delta_0^2}{E^2}\,\frac{\hbar}{2\rho}\int\frac{q^2dq}{2\pi^2}\,\frac{q^2}{\omega}\,(N+1)\,\delta(\hbar\omega-E).$$

Since $q^4dq/\omega=\omega^3d\omega/v^5$, and the delta function contributes $1/\hbar$ at $\omega=E/\hbar$,

$$\Gamma_\downarrow=\frac{\gamma^2\Delta_0^2E}{2\pi\rho\hbar^4v^5}\,(N+1).$$

Absorption has the same form with $N$ in place of $N+1$. The upper-level population $p$ obeys $\dot p=-\Gamma_\downarrow p+\Gamma_\uparrow(1-p)$, so a deviation from equilibrium decays at the rate $\Gamma_\downarrow+\Gamma_\uparrow$. With $2N+1=\coth(E/2kT)$, and after summing over one longitudinal and two transverse branches,

$$\frac1\tau=A\,\Delta_0^2E\coth\frac{E}{2kT},\qquad A=\frac{1}{2\pi\rho\hbar^4}\left(\frac{\gamma_l^2}{v_l^5}+\frac{2\gamma_t^2}{v_t^5}\right).$$

At fixed $E$ the splitting cannot exceed $E$. The fastest TLS are therefore the symmetric ones, with

$$\frac1{\tau_{\min}}=AE^3\coth\frac{E}{2kT},\qquad \tau=\tau_{\min}\frac{E^2}{\Delta_0^2}.$$

For $kT\ll E$ the fastest rate tends to $AE^3$, and for $kT\gg E$ to $2AE^2kT$. The second relation is what the transformation needs: at fixed energy, the relaxation time is inversely proportional to the square of the tunnel splitting.

The variables can now be changed one at a time. First hold $\lambda$, and hence $\Delta_0$, fixed and replace $\Delta$ by $E$. From $\Delta=\sqrt{E^2-\Delta_0^2}$,

$$d\Delta=\frac{E}{\Delta}\,dE=\frac{dE}{\sqrt{1-\Delta_0^2/E^2}}=\frac{dE}{\sqrt{1-\tau_{\min}/\tau}}.$$

Then hold $E$ fixed and replace $\lambda$ by $\tau$. Since $\tau=\tau_{\min}(E/\hbar\Omega)^2e^{2\lambda}$, one has $d\tau=2\tau\,d\lambda$. Multiplying the factors gives

$$P(E,\tau)=\frac{\bar P}{2\tau\sqrt{1-\tau_{\min}/\tau}},\qquad \tau_{\min}\le\tau\le\tau_{\max}=\tau_{\min}\frac{E^2}{\Delta_{0,\min}^2}.$$

This is the number of TLS per volume, per energy and per relaxation time. If $\Delta$ were allowed both signs with density $\bar P$ on each side, the right-hand side would double. A value of $\bar P$ is thus meaningful only together with its counting convention.

The two factors have separate origins. The $1/(2\tau)$ comes from the flat distribution of $\lambda$: equal steps of barrier opacity are equal steps of $\ln\tau$. The factor 2 is there because $\tau$ varies as the inverse square of $\Delta_0$. The square root equals $\Delta/E$ and comes from the energy. Near $\Delta=0$ the energy hardly responds to the asymmetry, so a wide range of $\Delta$ falls into a narrow interval of $E$. This crowds TLS near the shortest time. The resulting singularity is integrable: at a small distance $\delta$ above $\tau_{\min}$ the density is about $\bar P/(2\sqrt{\tau_{\min}\delta})$, which integrates to $\bar P\sqrt{\delta/\tau_{\min}}$.

For counting, set $\tau=\tau_{\min}\cosh^2y$. Then $d\tau=2\tau_{\min}\cosh y\,\sinh y\,dy$ and $\sqrt{1-\tau_{\min}/\tau}=\tanh y$, so that

$$P\,d\tau=\bar P\,\frac{2\tau_{\min}\cosh y\,\sinh y}{2\tau_{\min}\cosh^2y\,\tanh y}\,dy=\bar P\,dy.$$

The density is uniform in $y$. The number per energy with relaxation time below $t$ is therefore

$$n(E,t)=\bar P\,\operatorname{arccosh}\sqrt{\frac{t}{\tau_{\min}}}\;\longrightarrow\;\frac{\bar P}{2}\ln\frac{4t}{\tau_{\min}}\qquad(t\gg\tau_{\min}),$$

because $\operatorname{arccosh}z=\ln(z+\sqrt{z^2-1})\to\ln 2z$. The 4 in the logarithm records the crowding at the edge; a bare $1/(2\tau)$ law started at $\tau_{\min}$ would miss it. Setting $t=\tau_{\max}$ gives the total, $\bar P\operatorname{arccosh}(E/\Delta_{0,\min})$. It grows without bound as $\Delta_{0,\min}\to0$, so a flat distribution without a cutoff has no finite number of TLS. The number seen in a finite time does remain finite.

Now let every TLS of energy $E$ start with the same excess population. A small temperature step does this if the glass was held at the earlier temperature much longer than $\tau_{\max}$, since the equilibrium population depends on $E$ and $T$ alone. The number still unrelaxed, each TLS weighted by its remaining fraction, is

$$S(t)=\int_{\tau_{\min}}^{\tau_{\max}}P(E,\tau)\,e^{-t/\tau}\,d\tau .$$

For $t\gg\tau_{\min}$ the exponential removes the region near the edge, and the square root may be replaced by 1 with an error of relative order $\tau_{\min}/t$ in the integrand. With $u=t/\tau$,

$$S(t)\simeq\frac{\bar P}{2}\int_{t/\tau_{\max}}^{\infty}\frac{e^{-u}}{u}\,du=\frac{\bar P}{2}\,E_1\!\left(\frac{t}{\tau_{\max}}\right).$$

Integration by parts gives $E_1(x)=-e^{-x}\ln x+\int_x^\infty e^{-u}\ln u\,du$. For small $x$ the last integral tends to $-\gamma_E$, with Euler's constant $\gamma_E=0.577$. Hence

$$S(t)\simeq\frac{\bar P}{2}\left[\ln\frac{\tau_{\max}}{t}-\gamma_E\right]\qquad(\tau_{\min}\ll t\ll\tau_{\max}).$$

The decay is logarithmic, and the released power, proportional to $-dS/dt=\bar P/(2t)$, falls as $1/t$. For $t\gg\tau_{\max}$, $E_1(x)\simeq e^{-x}/x$, and the slowest TLS impose an exponential end.

A different preparation gives a different law. A weak resonant strain pulse, much shorter than $\tau_{\min}$, excites each TLS in proportion to $\Delta_0^2/E^2=\tau_{\min}/\tau$. The weighted total is $\bar P\int dy/\cosh^2y=\bar P\tanh y_{\max}\simeq\bar P$, which hardly depends on the cutoff. The excitation left at $\tau_{\min}\ll t\ll\tau_{\max}$ is

$$\int_0^\infty\frac{\bar P\,\tau_{\min}}{2\tau^2}\,e^{-t/\tau}\,d\tau=\frac{\bar P\,\tau_{\min}}{2t},$$

a power law in place of a logarithm, provided the emitted phonons leave without being reabsorbed by other TLS. The distribution of relaxation times is the same in both experiments; the weights differ.

The couplings in a real glass need not be equal. Suppose $\gamma^2$ carries a factor $g$, the same for all branches, which varies between TLS independently of $\Delta$ and $\lambda$. Each group then has its own shortest time $\tau_{\min}/g$. With $r=\tau/\tau_{\min}$, the averaged shape is

$$\frac{2\tau P}{\bar P}=\left\langle\left(1-\frac{1}{gr}\right)^{-1/2}\right\rangle_{gr>1}\simeq1+\frac{\langle1/g\rangle}{2r}\quad(r\gg1).$$

Groups with $gr<1$ contribute nothing. Take $g$ uniform between 0.5 and 1.5 and evaluate the average by numerical quadrature. At $r=1.1$ the shape factor drops from 3.32 for equal couplings to 1.61, mainly because the weakly coupled groups have no TLS that fast, which alone gives 1.96, and for the rest because the strongly coupled groups lie further from their edge. At $r=2$ it rises from 1.41 to 1.80, since the most weakly coupled groups are now at their own edge. At $r=10$ the two values are 1.05 and 1.06. The edge is thus sensitive to the spread, while the tail $\bar P/(2\tau)$ contains neither coupling nor temperature.

The tail does depend on flatness in $\lambda$. If the density varied as $e^{-\mu\lambda}$, that is, as $\Delta_0^\mu$, then at fixed $E$ it would carry an extra factor $\tau^{-\mu/2}$, and the tail would become $\tau^{-1-\mu/2}$.

For numbers, take bulk vitreous silica at $T=0.1$ K and TLS with $E/k=0.2$ K, or 17.2 µeV. Rough typical values are $\rho=2200$ kg/m³, $v_l=5800$ m/s, $v_t=3800$ m/s, $\gamma_l=1.0$ eV, $\gamma_t=0.65$ eV, $\bar P=1.6\times10^{20}$ eV⁻¹cm⁻³ and $\hbar\Omega/k=10$ K. The cutoff $\Delta_{0,\min}/k=1$ µK is chosen for illustration. These inputs give $A=1.83\times10^{76}$ J⁻³s⁻¹. With $E=2.76\times10^{-24}$ J and $\coth1=1.313$,

$$\tau_{\min}=\frac{1}{1.83\times10^{76}\,(2.76\times10^{-24})^3\,(1.313)}\ \mathrm{s}\approx2.0\ \mu\mathrm{s},$$

$$\tau_{\max}=\tau_{\min}(2\times10^5)^2\approx7.9\times10^4\ \mathrm{s}\approx22\ \mathrm{h}.$$

TLS of one energy thus spread over more than ten decades of time. The corresponding range of $\lambda$ runs from $\ln(10/0.2)=3.9$ to $\ln10^7=16.1$, and this is the range over which flatness is being assumed.

In an energy window of width $k\times10$ mK, or 0.86 µeV, $\bar P$ corresponds to $1.38\times10^{14}$ cm⁻³ per unit of $\lambda$. The first decade above $\tau_{\min}$ holds $\operatorname{arccosh}\sqrt{10}=1.82$ times this number, or $2.5\times10^{14}$ cm⁻³. The second holds 1.17 times and the third 1.15 times, already close to the limit $\tfrac12\ln10=1.151$. Relaxation times below one second account for $\tfrac12\ln(4/1.98\times10^{-6})=7.26$ units, or $1.0\times10^{15}$ cm⁻³, out of a total of $\ln(4\times10^5)=12.9$ units, or $1.8\times10^{15}$ cm⁻³.

After a temperature step, $S$ at one second is $\tfrac12(\ln7.9\times10^4-0.577)=5.35$ units, or 41% of the total. Summing the exponentials numerically over a thin energy shell of the original $(\Delta,\lambda)$ distribution gives 68% at one millisecond and 15% at a thousand seconds, for phonons held at the final temperature throughout. Six decades of waiting remove about half of the initial excitation. The number with $\tau>1$ s is $12.90-7.26=5.64$ units, slightly more than $S$. The difference, $\gamma_E/2=0.29$, arises because exponential decay is not a sharp step at $t=\tau$.

All the decay laws above treat the phonons as a bath at fixed temperature, and in bulk silica at 0.1 K this is a real restriction. Taking the count per energy as independent of $E$, the TLS heat capacity per volume is $(\pi^2/6)k^2T\bar P$ per unit of $y$, which is about 34 times the Debye heat capacity for the first decade of times and about 240 times for the whole range. A resonant phonon is reabsorbed after a path $\rho v^3\hbar/[\pi\bar P\gamma^2E\tanh(E/2kT)]$, about 0.18 mm for transverse and 0.27 mm for longitudinal sound. Heat must therefore diffuse out to the bath. A slab one centimetre thick needs of the order of ten milliseconds for this, so after a temperature step the short-time part of $S(t)$ is not seen in it, while the values at a second and beyond are hardly changed. After a resonant pulse, reabsorption passes the excitation on to other TLS, slow ones included; in a sample much thicker than the free path the $1/t$ law returns only at long times and with a much larger prefactor.

Several other neglected processes can be sized for this example. The golden rule needs weak damping, and $\hbar/(\tau_{\min}E)$ is $2\times10^{-5}$. Two-phonon relaxation can be estimated for $\Delta_0\ll E$. The coupling $\gamma e\sigma_z$ shifts each sound oscillator in opposite directions for the two wells. Removing the shifts dresses the tunnelling with an oscillator displacement whose thermal correlation function is proportional to $e^{\phi(t)}=1+\phi+\tfrac12\phi^2+\dots$, the constant prefactor being absorbed in $\Delta_0$. The golden rule in $\Delta_0$ gives $\Gamma_\downarrow=(\Delta_0/2\hbar)^2\tilde\phi(E/\hbar)$ from the linear term. Agreement with the one-phonon rate requires

$$\tilde\phi(\omega)=\frac{4\hbar^3A\,\omega}{1-e^{-\hbar\omega/kT}}.$$

The quadratic term replaces $\tilde\phi(\omega)$ by $\frac1{4\pi}\int\tilde\phi(\omega')\tilde\phi(\omega-\omega')\,d\omega'$. Numerical integration, with upward and downward rates added, puts two-phonon relaxation at about $10^{-5}$ of the one-phonon rate.

Thermal activation is more restrictive on warming. I represent a TLS by a quartic double well with small-oscillation quantum $\hbar\Omega$, diagonalize it on a uniform grid, and adjust the barrier until the lowest splitting equals $\Delta_0$. For $\Delta_0/k=0.2$ K the next level lies 6.5 K above the ground state; for 1 µK it lies 9.4 K above. If a TLS that reaches this level is assumed to cross at the rate $\Omega/2\pi$, the activated rate is $(\Omega/2\pi)e^{-G/kT}$, where $G$ is the gap. This is a deliberately generous estimate. For the slowest TLS the barrier top is 34.8 K above the well bottoms, so the atoms must still tunnel in the excited level, and the true rate is much smaller. At 0.1 K the estimated rate is more than twenty powers of ten below the one-phonon rate in both cases. With $E$ held fixed, the estimated rates become equal at about 0.57 K for the fastest TLS and 0.26 K for the slowest. Since the activated rate is overestimated, these temperatures are cautious lower values for the crossover in this well model. In this estimate the long-time tail is the first part to be lost, since its tunnelling is so slow that even a small activated rate overtakes it.

TLS also disturb one another through the strain they produce. One TLS causes a strain of order $\gamma_t/(\rho v_t^2R^3)$ at distance $R$. Taking $R^{-3}$ as roughly $12.9\,\bar PkT$, the number of TLS per volume in an energy range $kT$, gives an interaction energy of several thousandths of $kT$. This shifts the energies as neighbours flip. It is small against $kT$, but about a hundred times the level width $\hbar/\tau_{\min}$, so it matters for experiments that address a narrow resonance.

The chosen parameters are of the usual size for bulk silica, but $\tau_{\min}$ is no more certain than $\gamma^2$ and $v^{-5}$. Oxide films in silicon devices break the assumption of bulk phonons. At this energy the wavelengths are 0.9 µm for transverse and 1.4 µm for longitudinal sound, far larger than the thickness of a gate oxide, so the phonons belong mainly to the substrate. Since $A\propto v^{-5}$, sound speeds half again as large would lengthen $\tau_{\min}$ by $1.5^5\approx7.6$ with density and couplings held fixed. In silicon the slow transverse branch is only about 1.3 times faster than in silica, and averaging $v^{-5}$ over directions gives a factor of about 5.5; surfaces and interfaces change the strain further. The form of $P(E,\tau)$ survives if the rate at fixed energy still varies as $\Delta_0^2$ and the couplings are alike. It should not be carried over to defects in an oxide at room temperature without a separate derivation: atomic rearrangements of the kind treated here are then thermally activated, and the response times of charge traps also depend on how they exchange carriers with the silicon or the gate.

All numerical values are calculated from the stated model.
